How likely is a defect in a 112-atom amorphous oxide cell?

**Question.** An amorphous oxide film contains 10¹⁸ defects of some kind per cubic centimetre. Its structure is modelled with a cell of 112 atoms. How large is the chance that such a cell contains one defect, and how does that chance scale with the size of the cell, the defect density and the arrangement of the defects?

**Answer.** The chance is about one in seven hundred if the film has about 8 × 10²² atoms per cubic centimetre and the defects are placed independently of one another. It is proportional to the number of atoms in the cell and to the defect density as long as the mean number of defects per cell is small. When this mean is small, clustering on the scale of the cell lowers the chance: if the defects come in close pairs, the chance of finding a single one can be several times smaller.

**What is being counted**

Let n be the defect density, ρ the atomic density and N_at the number of atoms in the cell. Each defect is counted by the position of its centre, so that it belongs to one cell even when its distorted surroundings extend into the next. The cell is taken to be a piece of the film, cut out at a random place. The film is uniform on average, and its surfaces are neglected.

The values used here are round model parameters: N_at = 112, ρ = 8 × 10²² cm⁻³ and n = 10¹⁸ cm⁻³. The cell volume is

V = N_at/ρ = 112/(8 × 10²² cm⁻³) = 1.4 × 10⁻²¹ cm³ = 1.4 nm³.

If the cell is a cube, its edge is L = V^(1/3) = 1.12 nm.

**The mean number of defects**

Let the film have volume Ω and contain D = nΩ defects. Since the cell is placed at random, any given defect has the probability V/Ω of lying inside it. The mean of a sum is the sum of the means, whether or not the terms are correlated. The mean number of defects in the cell is therefore

λ = D V/Ω = nV = N_at n/ρ.

With the numbers above,

λ = (10¹⁸ cm⁻³)(1.4 × 10⁻²¹ cm³) = 1.4 × 10⁻³.

The same number follows from counting atoms. There is one defect for every ρ/n = 80 000 atoms, and 112/80 000 = 1.4 × 10⁻³.

This mean holds for any arrangement of the defects. It is not yet a probability. A mean of 1.4 × 10⁻³ could arise from one defect in each of 1.4 cells per thousand, or from ten defects together in each of 0.14 cells per thousand. The arrangement decides between such cases.

**Independent defects**

Divide the film into K = Ω/V equal cells and place the D defects independently and uniformly. Each defect falls into a chosen cell with probability 1/K. For the cell to hold exactly one defect, one of the D defects must be inside and the other D − 1 outside:

P(1) = D (1/K)(1 − 1/K)^(D−1).

The prefactor is D/K = λ. For a large film, K → ∞ at fixed λ, and the logarithm of the last factor is

(D − 1) ln(1 − 1/K) = (λK − 1)(−1/K − 1/(2K²) − …) → −λ.

Hence

P(1) = λ exp(−λ).

The chance of an empty cell is (1 − 1/K)^D, which tends to exp(−λ) in the same way. The chance of at least one defect is therefore

P(≥1) = 1 − exp(−λ).

These are the probabilities of a Poisson distribution. For small λ they expand as

P(1) = λ − λ² + …
P(≥1) = λ − λ²/2 + …

The numerical values are P(1) = 1.398 × 10⁻³, or one in 715, and P(≥1) = 1.399 × 10⁻³, also one in 715 after rounding. Their difference is the chance of two or more defects, λ²/2 to leading order, which is about one in a million. At this density it makes no practical difference whether "contains one defect" means exactly one or at least one.

The law was tested by placing points at random in a large periodic box and counting them cell by cell. The test used a mean of λ = 0.5, where the law differs clearly from λ itself. The simulated chance of exactly one defect was 0.3034, against 0.3033 from the formula. For at least one defect, both values were 0.3935.

**Does it matter that defects sit on atoms?**

The derivation treated the defects as points in a continuous volume. Suppose instead that each defect is tied to an atom, so that a fraction c = n/ρ = 1.25 × 10⁻⁵ of the atoms is defective. Drawing m = 112 atoms from a very large sample gives

P(1) = m c (1 − c)^(m−1).

Here mc = λ. The last factor can be compared with exp(−λ) = exp(−mc):

(1 − c)^(m−1) = exp[(m − 1) ln(1 − c)] = exp[−(m − 1)c − (m − 1)c²/2 − …] = exp(−λ) exp[c − (m − 1)c²/2 − …].

Since mc is small, the term c dominates the last exponent. The site model thus gives a chance larger than the continuum result by the relative amount c, about one part in 80 000. An explicit calculation, in which the 112 atoms are drawn without replacement from a large finite sample, gives 1.398059 × 10⁻³ against 1.398041 × 10⁻³. The difference has the expected sign and size. It is far below the uncertainty of any realistic defect density, so the continuum form is sufficient.

**How the chance scales**

For λ ≪ 1 and independent defects, both probabilities reduce to

P ≈ N_at n/ρ.

Doubling the number of atoms doubles the chance, and so does doubling the defect density. A denser material packs the same number of atoms into a smaller volume, so the chance falls as 1/ρ at fixed n. For ρ = 7 × 10²² cm⁻³ the chance of exactly one defect is one in 626, and for ρ = 9 × 10²² cm⁻³ it is one in 805. The phrase "one in seven hundred" therefore carries an assumption about the atomic density. The order of magnitude does not depend on such a change.

The linear law ends when λ approaches one, which at this defect density means a cell of about 80 000 atoms. The two probabilities then separate. The chance of at least one defect continues to rise towards one. The chance of exactly one has the derivative

dP(1)/dλ = (1 − λ) exp(−λ),

which vanishes at λ = 1. There P(1) reaches its maximum, exp(−1) ≈ 0.37. The derivative equals P(0) − P(1), where P(0) = exp(−λ) is the chance of an empty cell. In larger cells P(1) falls again, because a further enlargement then adds a second defect to a cell with one more often than it adds a first defect to an empty cell.

**What can be said without independence**

Let N be the number of defects in the cell. Two elementary inequalities bound the probabilities for any arrangement. Consider first

N − N(N − 1) = N(2 − N).

This equals 0, 1, 0 for N = 0, 1, 2 and is negative for larger N. It never exceeds the quantity that is 1 when N = 1 and 0 otherwise, and that quantity never exceeds N. Taking means gives

λ − E[N(N − 1)] ≤ P(1) ≤ λ,

where E denotes the mean over cell positions. Similarly,

N − N(N − 1)/2 = N(3 − N)/2

equals 0, 1, 1, 0 for N = 0, 1, 2, 3 and is negative beyond. It never exceeds the quantity that is 1 when N ≥ 1 and 0 when N = 0. Hence

λ − E[N(N − 1)]/2 ≤ P(≥1) ≤ λ.

The value λ = 1.4 × 10⁻³ is thus an upper bound for every arrangement with the same density. It is also a good estimate if E[N(N − 1)] ≪ λ, which means that a defect in the cell rarely has another one with it. For independent defects, the D(D − 1) ordered pairs each have probability 1/K² of lying in the cell, so E[N(N − 1)] → λ² and the condition reduces to λ ≪ 1. For correlated defects a small λ is not enough.

**A second case: defects in pairs**

Suppose that every defect has a partner at a distance s, that the pairs are randomly oriented, and that different pairs are independent. The total defect density is still n, so the density of pairs is n/2. The cell is a cube of edge L, and a = s/L is at most one.

The first quantity needed is q, the probability that the partner of a defect in the cell is in the same cell. Let the separation vector have components s_x, s_y and s_z. A defect at a uniformly random position in the cell has its partner within the cell limits along x with probability 1 − |s_x|/L, because a strip of width |s_x| at one face is excluded. The three coordinates of the position are independent, so the three probabilities multiply. With s_i = s u_i, where u is a unit vector, and with angle brackets for the average over its directions,

q = ⟨(1 − a|u_x|)(1 − a|u_y|)(1 − a|u_z|)⟩
 = 1 − 3a⟨|u_x|⟩ + 3a²⟨|u_x u_y|⟩ − a³⟨|u_x u_y u_z|⟩.

The factors of three arise because the axes are equivalent. By symmetry the averages can be taken over one octant of the unit sphere, whose area is π/2. In polar angles θ and φ, both running from 0 to π/2,

⟨|u_z|⟩ = (2/π) ∫dφ ∫ cosθ sinθ dθ = (2/π)(π/2)(1/2) = 1/2,

⟨|u_x u_y|⟩ = (2/π) ∫ cosφ sinφ dφ ∫ sin³θ dθ = (2/π)(1/2)(2/3) = 2/(3π),

⟨|u_x u_y u_z|⟩ = (2/π) ∫ cosφ sinφ dφ ∫ sin³θ cosθ dθ = (2/π)(1/2)(1/4) = 1/(4π).

Therefore

q = 1 − 3a/2 + 2a²/π − a³/(4π).

Next, count how pairs contribute to the cell. Let μ₂ be the mean number of pairs with both members inside, and μ₁ the mean number with just one member inside. The mean number of defects in the cell is λ, and a fraction q of them have their partner inside too. Each complete pair accounts for two such defects, so

μ₂ = λq/2.

The remaining defects are single members:

μ₁ = λ(1 − q).

The sum μ₁ + 2μ₂ = λ confirms that no defect has been lost. The mean number of pairs that contribute anything is

μ₁ + μ₂ = λ(1 − q/2).

There are D/2 independent pairs in the film. Let p₁ and p₂ be the probabilities that a given pair contributes one or two defects, so that (D/2)p₁ = μ₁ and (D/2)p₂ = μ₂. The cell is empty if no pair contributes:

P(0) = (1 − p₁ − p₂)^(D/2) → exp[−λ(1 − q/2)].

It holds exactly one defect if one pair contributes a single member and all others contribute nothing:

P(1) = (D/2) p₁ (1 − p₁ − p₂)^(D/2−1) → λ(1 − q) exp[−λ(1 − q/2)].

The chance of at least one defect is

P(≥1) = 1 − exp[−λ(1 − q/2)].

For a separation of s = 0.3 nm, a = 0.3/1.1187 = 0.268, and

q = 1 − 0.402 + 0.046 − 0.002 = 0.642.

The results are P(1) = 5.0 × 10⁻⁴, or one in about 2000, and P(≥1) = 9.5 × 10⁻⁴, or one in about 1050. The mean is still 1.4 × 10⁻³. The chance of exactly one defect has dropped by a factor of 2.8, because most defects now bring their partner into the cell.

The general bounds show the same effect. Partners add 2μ₂ = λq to E[N(N − 1)], since each complete pair can be ordered in two ways. Defects from different pairs add λ², so that

E[N(N − 1)] = λ² + λq.

The term λq is of first order in λ. It does not become negligible beside λ when the defects are made more dilute at fixed s and L.

Random placement of pairs at λ = 0.5 and the same s/L tested these formulas. The simulation gave 0.1271 for exactly one defect, against 0.1275 from the law, and 0.2877 against 0.2879 for at least one. The value of E[N(N − 1)] was 0.5715 against 0.5710. The expression for q was also tested at s/L = 0.9, where its higher powers matter more: 0.1083 from simulation and 0.1077 from the formula.

Two limits make the result easier to read. For very tight pairs, s → 0 and q → 1. A single defect is then never found, and the chance of finding any defect is about λ/2, because the pair has become the object being counted. For a cell much larger than the pair but still with λ ≪ 1, 1 − q ≈ 3s/(2L), and

P(1) ≈ nL³ · 3s/(2L) = (3/2) n s L².

The chance of a single defect now grows with the surface of the cell, as N_at^(2/3), since it comes from pairs cut by a face. Both conditions have to hold at once, so for the parameters used here this is an approximate law. The full expression for P(1) is 0.89 of this limit at 112 atoms, about 0.94 at 2000 atoms and 0.92 at 8000 atoms, and it falls further below in larger cells as λ grows.

This last point matters for periodic models. A cell cut from the film can contain half a pair, but a periodic cell has no faces at which a pair could be cut. If the defects of the film occur only as pairs, a periodic cell that represents it should contain whole pairs. With pair density n/2, the chance of at least one pair is 1 − exp(−λ/2), about 7 × 10⁻⁴.

**What this means for a set of model structures**

Return to independent defects. A set of M independent cells is free of defects with probability

[exp(−λ)]^M = exp(−Mλ).

For a 95% chance of at least one defect in the set, this must not exceed 0.05 = 1/20. Thus

M ≥ ln 20/λ = 2.996/(1.4 × 10⁻³),

which requires 2140 cells. In a simulation at this density, a fraction 0.0538 of the sets of 2140 cells was free of defects. The expected value is 0.05, with a sampling error of about 0.003.

The same relation tells what a smaller set can exclude. If 100 independent cells are all clean, densities above

n = ln 20/(100 V) = 2.996/(1.4 × 10⁻¹⁹ cm³) = 2.1 × 10¹⁹ cm⁻³

are excluded at 95% confidence. This means that at any higher density such a clean set would occur in less than 5% of cases. In the simulation at the limiting density, the clean fraction was 0.0456. This is about two sampling errors below 0.05 and compatible with ordinary scatter. One hundred clean cells thus leave room for a density some twenty times larger than the one assumed here.

Conversely, one defect in every 112-atom cell represents a density of

1/V = 7.1 × 10²⁰ cm⁻³,

which is 714 times the assumed density. A cell into which a defect has been placed by hand can be used to study the defect, given that it is present. Its frequency in the film has to come from n, not from the cell.

**When the estimate does not apply**

The estimate describes random pieces of a film with a known defect density. A structure made by simulated melting and quenching is such a piece only if the quench reproduces the defect statistics of the film. If the quench freezes in another density n′, the mean becomes n′V, and a defect found in one of the first few cells may reflect the preparation of the model more than the film.

Fixed composition can also change the answer. If the defect is a missing oxygen atom relative to the ideal composition, a cell built with the ideal composition has no net deficiency, whatever n is. Removing one atom raises the deficiency at once to one per cell, or 7.1 × 10²⁰ cm⁻³. A density of 10¹⁸ cm⁻³ lies between these two steps. With cells of this size built from whole atoms, it can be represented only as the mean over an ensemble, for example one in which about one cell in seven hundred has one missing atom.

The simulated and calculated values are collected in the numerical output below.

Computed values

```
atoms in the cell: 112
atomic density: 8.00e+22 cm^-3
defect density: 1.00e+18 cm^-3
cell volume: 1.4000 nm^3 = 1.4000e-21 cm^3
cell edge: 1.1187 nm
defective fraction of atoms: 1.250e-05
mean defects per cell: 1.4000e-03
P(exactly one): 1.398041e-03, one in 715.3
P(at least one): 1.399020e-03, one in 714.8
P(exactly one), drawing atoms: 1.398059e-03
P(at least one), drawing atoms: 1.399029e-03
atomic density 7.0e+22 cm^-3: exactly one, one in 626
atomic density 9.0e+22 cm^-3: exactly one, one in 805
test mean per cell: 0.50
test, exactly one: simulated 0.3034, law 0.3033
test, at least one: simulated 0.3935, law 0.3935
pair separation: 0.30 nm, s/L = 0.2682
partner in same cell, q: 0.6420, simulated 0.6426
q at s/L = 0.9: 0.1077, simulated 0.1083
pairs, P(exactly one): 5.0074e-04, one in 1997
pairs, P(at least one): 9.5015e-04, one in 1052
pair test, exactly one: simulated 0.1271, law 0.1275
pair test, at least one: simulated 0.2877, law 0.2879
pair test, E[N(N-1)]: simulated 0.5715, law 0.5710
cells for 95% chance of a defect: 2140
simulated chance that all these are clean: 0.0538
clean cells in the exclusion example: 100
density excluded at 95%: 2.140e+19 cm^-3
simulated chance of all clean at that density: 0.0456
density of one defect per cell: 7.143e+20 cm^-3
ratio to the assumed defect density: 714.3
atoms for one defect on average: 80000
```
